# Polarisation reversal and resistance states in ferroelectric tunnel junctions

**Q:** I have a ferroelectric film about 3 nm thick between two electrodes. When I reverse its polarisation, the tunnel barrier tilts the other way. Should the resistance measured near zero bias change?

**A:** That depends on what reversal does to the whole potential, electrodes included, so we need the electrostatics first.

Let the film occupy $0<x<d$, and let $P>0$ point from the left electrode (1) to the right electrode (2). Here $P$ is the part of the polarisation beyond the linear background response, which is described by a permittivity $\varepsilon_f$. The electrodes have Thomas-Fermi screening lengths $\delta_1,\delta_2$ and permittivities $\varepsilon_1,\varepsilon_2$. I assume linear screening, uniform $P$ and no free charge in the film or trapped at its surfaces. The electrodes are equal in every other respect, and they are short-circuited.

The displacement then has one value $\sigma$ throughout the film and at both metal surfaces. In the left metal the potential obeys $V''=V/\delta_1^2$ and vanishes in the bulk, so $V(x)=V(0)e^{x/\delta_1}$. The surface field is $-V(0)/\delta_1$. Setting $-\varepsilon_0\varepsilon_1V(0)/\delta_1=\sigma$ gives

$$V(0)=-\frac{\sigma\lambda_1}{\varepsilon_0},\qquad \lambda_i=\frac{\delta_i}{\varepsilon_i}.$$

In the right metal $V(x)=V(d)e^{-(x-d)/\delta_2}$. The surface field is now $+V(d)/\delta_2$, and so $V(d)=+\sigma\lambda_2/\varepsilon_0$.

In the film $\sigma=\varepsilon_0\varepsilon_fE_f+P$, and the drop across it is $V(0)-V(d)=E_fd$. Inserting the surface potentials,

$$-\frac{\sigma(\lambda_1+\lambda_2)}{\varepsilon_0}=\frac{(\sigma-P)d}{\varepsilon_0\varepsilon_f}.$$

Multiplying by $\varepsilon_0\varepsilon_f$ and collecting $\sigma$ gives

$$\sigma=\frac{Pd}{d+\varepsilon_f(\lambda_1+\lambda_2)}.$$

The screening charge is smaller than $P$, so $E_f$ is opposite to $P$: it is a depolarising field.

**Q:** How does that appear in the barrier seen by an electron?

**A:** An electron has potential energy $-eV$. Its energy is raised by $u_1$ at the left interface and lowered by $u_2$ at the right one, where

$$u_i=\frac{e\sigma\lambda_i}{\varepsilon_0}.$$

If the barrier without polarisation is $\phi_0$ above the Fermi level, then for $+P$ it runs linearly from $\phi_0+u_1$ to $\phi_0-u_2$. Reversal changes the sign of $\sigma$, so for $-P$ it runs from $\phi_0-u_1$ to $\phi_0+u_2$. The two quantities to watch are

$$\bar\phi_{\pm}=\phi_0\pm\frac{u_1-u_2}{2},\qquad \text{edge difference}=\mp(u_1+u_2).$$

The first is the mean barrier and the second is its tilt.

Suppose the electrodes are identical, so that $u_1=u_2=u$. The barrier for $+P$ is $\phi_0+u-2ux/d$. Replacing $x$ by $d-x$ turns it into $\phi_0-u+2ux/d$, which is the barrier for $-P$. The exponential tails in the metals also change places, because $\delta_1=\delta_2$. Reversal has therefore produced the mirror image of the complete potential.

**Q:** An electron coming from the left now meets the low side first instead of the high side. Why should it get through equally well?

**A:** Because flux is conserved. For a real potential the Schrödinger equation gives $\psi''=(2m/\hbar^2)(U-E)\psi$. The flux $J=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$ then satisfies

$$\frac{dJ}{dx}=\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi'')=0,$$

since $\psi^*\psi''$ is real.

Normalise the waves in the two electrodes to unit flux. The outgoing amplitudes follow from the incoming ones through

$$S=\begin{pmatrix} r&t'\\ t&r'\end{pmatrix},$$

where $t$ belongs to incidence from the left and $t'$ to incidence from the right. Conservation for every choice of incoming amplitudes means $S^\dagger S=1$. A square matrix with this property also has $SS^\dagger=1$. The first column and the first row then give

$$|r|^2+|t|^2=1,\qquad |r|^2+|t'|^2=1,$$

so $|t|^2=|t'|^2$. The reflected phases may differ between the two sides, but the transmission probabilities may not.

Incidence from the left on the mirrored barrier is the same problem as incidence from the right on the original. Hence $T_{-P}=T_{+P}$ at each energy. No WKB approximation and no particular barrier shape entered.

If the interfaces mix several transverse channels, $r$ and $t$ become matrices. The traces of the same two blocks give $\mathrm{Tr}\,t^\dagger t=\mathrm{Tr}\,t't'^\dagger$, so the total transmission is still equal.

**Q:** I measure a conductance, though, not a transmission at one energy.

**A:** For coherent elastic tunnelling at low temperature, each transverse state at the Fermi level contributes $(2e^2/h)T$, spin included. If the transverse wave vector $k$ is conserved, the number of such states per area is

$$\int\frac{d^2k}{(2\pi)^2}=\int\frac{k\,dk}{2\pi}=\frac{m}{2\pi\hbar^2}\int dW,\qquad W=\frac{\hbar^2k^2}{2m}.$$

With $2e^2/h=e^2/(\pi\hbar)$ this gives

$$\frac{G}{A}=\frac{e^2m}{2\pi^2\hbar^3}\int_0^{E_F}T(W)\,dW,$$

where $E_F$ is measured from the band bottom. Mirroring along $x$ leaves $W$ alone, so the integrands for $\pm P$ agree and $G(P)=G(-P)$. A finite temperature weights the same transmissions with the same Fermi function, so the equality survives it.

**Q:** Does that mean the tilt has no influence on the current?

**A:** It has an influence, but the same one in both directions. The WKB exponent shows this. With $T\sim e^{-S}$ and a barrier that is linear between edges $a$ and $b$, we have $dx=d\,d\phi/(b-a)$, and

$$S=\frac{2\sqrt{2m}}{\hbar}\int_0^d\sqrt{\phi}\,dx=\frac{4d\sqrt{2m}}{3\hbar}\,\frac{b^{3/2}-a^{3/2}}{b-a}.$$

Exchanging $a$ and $b$ changes the sign of numerator and denominator together, so $S$ is unchanged. For a small tilt $\tau$ write $\phi=\bar\phi+\tau y$ with $-\tfrac12<y<\tfrac12$. Expanding the root to second order and using the averages $\langle y\rangle=0$, $\langle y^2\rangle=1/12$,

$$S\simeq\frac{2d\sqrt{2m\bar\phi}}{\hbar}\left(1-\frac{\tau^2}{96\bar\phi^2}\right).$$

The tilt enters squared.

As an example take $d=3.0$ nm, $\varepsilon_f=10$, $P=8$ μC/cm², $\phi_0=0.8$ eV, $E_F=3$ eV and the free-electron mass. Let both electrodes have $\delta=0.065$ nm and permittivity 2. A full-wave calculation gives $3.314\times10^{-11}$ S/μm² for either sign of $P$, equal to within rounding error. With $P=0$ it gives $3.138\times10^{-11}$ S/μm². The net effect of the tilt and the accompanying tails in the metals is to raise the conductance by about 6%, whichever way the polarisation points. The tilt is responsible for the rise; the tails slightly reduce it.

**Q:** Now let the electrodes differ. What creates two states?

**A:** The mean barrier now moves. Take the leading part of the exponent, $S\simeq 2d\sqrt{2m\bar\phi}/\hbar$, and define $\kappa_0=\sqrt{2m\phi_0}/\hbar$. For shifts small compared with $\phi_0$,

$$\sqrt{\bar\phi_\pm}\simeq\sqrt{\phi_0}\left(1\pm\frac{u_1-u_2}{4\phi_0}\right).$$

Subtracting the two exponents gives

$$\ln\frac{G(-P)}{G(P)}\simeq S(P)-S(-P)\simeq\frac{\kappa_0d\,(u_1-u_2)}{\phi_0}.$$

If $\lambda_1>\lambda_2$, the barrier is higher on average for $+P$. The high-resistance state is the one in which $P$ points away from the poorer screener. The reason is that both metals carry the same magnitude of screening charge, but the poorer screener needs a larger potential to hold it. For this direction of $P$ that larger potential raises the barrier. The sign belongs to a one-band barrier, in which the decay constant grows with the height of the conduction edge above the Fermi level. If the Fermi level lies in the lower half of the film's gap, the valence band sets the decay and the sign reverses.

Inserting $\sigma$ shows the dependence on the junction:

$$\ln\frac{G(-P)}{G(P)}\simeq\frac{\kappa_0eP}{\varepsilon_0\phi_0}\,\frac{d^2(\lambda_1-\lambda_2)}{d+\varepsilon_f(\lambda_1+\lambda_2)}.$$

When $d\gg\varepsilon_f(\lambda_1+\lambda_2)$, screening of $P$ is nearly complete and the logarithm grows in proportion to $d$. In the opposite limit it would grow as $d^2$, provided that $\kappa_0d$ is still large enough for WKB and that $P$ survives.

**Q:** Please put numbers in. How large is the effect for a plausible pair of metals?

**A:** Keep everything from the previous example except the lengths: $\delta_1=0.09$ nm and $\delta_2=0.04$ nm. Their sum is unchanged, so the tilt is also unchanged and the shift of the mean is the main new ingredient.

With both permittivities equal to 2, $\lambda_1=0.045$ nm and $\lambda_2=0.020$ nm. The screened fraction is

$$\frac{\sigma}{P}=\frac{3.0}{3.0+10\times0.065}=0.822.$$

Since $P/\varepsilon_0=9.035$ V/nm,

$$u_1=9.035\times0.822\times0.045\ \text{eV}=0.334\ \text{eV},$$

and $u_2=0.149$ eV in the same way. A finite-difference solution of the screened Poisson equation gives the same shifts to the four decimals printed.

| State | Left edge (eV) | Right edge (eV) | Mean (eV) |
|---|---:|---:|---:|
| $+P$ | 1.134 | 0.651 | 0.893 |
| $-P$ | 0.466 | 0.949 | 0.707 |

With $\kappa_0=4.58$ nm⁻¹, the first-order estimate is

$$\frac{4.58\times3.0\times0.186}{0.8}\simeq3.2.$$

The trapezoidal WKB exponents are 28.96 and 25.72, and their difference is 3.23. The full-wave conductances are $7.81\times10^{-12}$ S/μm² for $+P$ and $1.51\times10^{-10}$ S/μm² for $-P$. The resistance-area products are thus $1.3\times10^{11}$ and $6.6\times10^{9}$ Ω μm². Their ratio is 19.4, with logarithm 2.96.

**Q:** Why is the full result below the WKB difference?

**A:** The exponent leaves out prefactors, and these also depend on the barrier. One of them can be estimated. Transverse energy $W$ raises the effective barrier to $\bar\phi+W$, so

$$\int e^{-S(\bar\phi+W)}dW\simeq\frac{e^{-S(\bar\phi)}}{S'(\bar\phi)},\qquad S'\simeq\frac{d\sqrt{2m}}{\hbar\sqrt{\bar\phi}}.$$

This multiplies the conductance by a factor proportional to $\sqrt{\bar\phi}$, which favours the high-barrier state. It lowers the logarithm by $\tfrac12\ln(0.893/0.707)\simeq0.12$, out of a total difference of 0.27. The exponent also omits wave matching at the interfaces, which depends on the barrier edges. I have not computed how the remaining 0.15 divides between that and other corrections.

Thickness distinguishes exponent from prefactor. At 6 nm, with the other inputs fixed, the full logarithm is 6.80 and the WKB difference is 7.12. The logarithm has more than doubled, while the gap between the two has moved only from 0.27 to 0.32. This compares two calculations; in a real 6 nm film with these parameters, direct tunnelling would be far too weak to measure.

**Q:** Is it really the screening length that counts? My electrodes differ in many ways.

**A:** The mean shift depends on $\lambda=\delta/\varepsilon$, so unequal lengths act through that ratio. If I halve the difference between the lengths at fixed sum and equal permittivities, the logarithm falls from 2.96 to 1.48, as the first-order formula requires.

Three controls with equal $\lambda$ show what other differences do. In each, the remaining inputs are those of the symmetric junction.

- Lengths of 0.065 and 0.0325 nm, with permittivities 2 and 1, have equal $\delta/\varepsilon$. The logarithm is $-0.01$. The potential in the film is symmetric under reversal plus mirroring, and only the tails in the metals differ.
- Fermi energies of 3 and 6 eV give 0.07. The mean barrier does not move, but the interfaces are no longer equivalent.
- Bare barriers of 0.9 eV on the left and 0.7 eV on the right give $-0.08$. The built-in tilt adds to the polarisation tilt for $+P$ and subtracts from it for $-P$. Since $S$ falls with the square of the total tilt, $+P$ conducts slightly better. The exponent alone would give about $-0.15$; the prefactors cancel part of it.

Unequal screening lengths are therefore sufficient for two states at equal permittivity, but they are not the sole possible cause. In this example they are much the strongest one.

**Q:** My symmetric device shows different currents at 0.2 V for the two polarisations. Does this contradict the mirror argument?

**A:** No. Let $V$ be the potential of the left electrode minus that of the right. Mirroring the biased junction reverses $P$, the voltage and the direction of current together:

$$I(P,V)=-I(-P,-V).$$

Expand $I(P,V)=GV+BV^2+\dots$ and use this relation to obtain $I(-P,V)=GV-BV^2+\dots$. The linear term is common to both states, whereas the quadratic term changes sign.

For the symmetric example at $+0.2$ V, the current is $9.63\times10^{-12}$ A/μm² for $+P$ and $1.044\times10^{-11}$ A/μm² for $-P$, a difference of about 8% relative to the former. At $-0.2$ V the $-P$ state carries $-9.63\times10^{-12}$ A/μm², as the relation demands. To test the zero-bias statement, extract the slope at $V=0$; a resistance read at one finite voltage also contains the quadratic and higher terms.

**Q:** And if the two polarisation states are not equally strong?

**A:** Then reversal no longer gives the mirror image, and the equality is lost. If $|P|$ is 10% larger in the $+P$ state of the symmetric example, $G(-P)/G(+P)\simeq0.99$. The change is small because the mean barrier stays fixed and the tilt acts at second order.

**Q:** How close is the unequal example to a real junction, and how far could I trust the factor of 19?

**A:** The thickness and barrier are meant for the rough regime of a perovskite titanate film, such as barium titanate, between a simple metal and one with more states at the Fermi level. The polarisation is deliberately low: bulk barium titanate has roughly 25 μC/cm². Scaling $u_1$ linearly to that value gives $0.334\times25/8\simeq1.0$ eV, which would push the left edge for $-P$ below the Fermi level. The present tunnelling estimate would then fail. The screening lengths are also far below an atomic spacing, so they are better read as effective interface parameters than as a resolved charge profile.

Uniform polarisation is an assumption that real films can break. The depolarising field here has magnitude 1.6 MV/cm, and the model does not establish that the film remains polarised against it. A Landau estimate with literature coefficients puts the intrinsic coercive field of barium titanate near 0.16 MV/cm unstrained and near 1.6 MV/cm under about 2% compressive strain. In that estimate a uniform polarisation does not survive at 3 nm with $\lambda_1+\lambda_2=0.065$ nm, and even under strain it returns only between 6 and 10 nm. The example is therefore a model junction with $P$ imposed, and a real 3 nm film needs better screening. Suppose 5% of the area stays in the low-resistance state when the rest is switched to $+P$, in domains wide enough to conduct independently. The conductance becomes

$$0.95\times7.81\times10^{-12}+0.05\times1.51\times10^{-10}\simeq1.5\times10^{-11}\ \text{S/μm}^2.$$

Compared with a fully switched $-P$ state, the ratio drops from 19 to about 10.

Other changes, made one at a time with the remaining inputs fixed, give these resistance ratios:

| Change | Ratio |
|---|---:|
| Temperature 300 K | 21 |
| Image force, permittivity 5 | 21 to 24 |
| Barrier mass 0.5 free masses | 8 |
| Barrier mass 2 free masses | 69 |

The image potential diverges at the interfaces and has to be cut off: the ratio is 24 for a cutoff of 0.8 eV and 21 for one of 3.8 eV. The mass matters most in this list because $\kappa_0$ is proportional to its square root. At 300 K both conductances rise, by 33% for $+P$ and 43% for $-P$. The lower barrier responds more because $S'\propto\bar\phi^{-1/2}$ makes its transmission more sensitive to energy. Replacing linear screening by a free-electron-shaped nonlinear form leaves the difference between the two mean barriers at 0.186 eV.

Defect-assisted current and quantum corrections to Thomas-Fermi screening are not included. Neither is the valence band of the film. With the two-band form $\kappa^2=(2m/\hbar^2)\,\phi\,(1-\phi/E_g)$ and $E_g=3.2$ eV, the ratio falls from 19 to about 5 at $\phi_0=0.8$ eV, is close to 1 at midgap and inverts beyond it. A parallel leakage path that does not depend on $P$ would reduce the ratio. The factor of 19 is thus a model value for these inputs, and the barrier mass and domain state alone can move it severalfold. The numerical output lists the values used here.

**Q:** If I want to enlarge the ratio, should I simply choose the most different metals?

**A:** Choose a large difference in $\delta/\varepsilon$, but watch the sum as well. A larger sum reduces $\sigma$ and strengthens the depolarising field. At fixed $P$, barrier and mass, a thicker film increases the logarithm, but it also raises both resistances exponentially. The choice helps as long as the polarisation remains switchable and uniform, both barrier edges stay above the Fermi level, the Fermi level lies well away from the middle of the film's gap, and direct tunnelling still exceeds leakage.

## Numbers as computed

```
Film thickness 3.0 nm, background permittivity 10
Polarisation 8.0 uC/cm2, P/eps0 = 9.035 V/nm
Bare barrier 0.80 eV, Fermi energy 3.0 eV, free mass
Screening lengths left 0.090 nm, right 0.040 nm
Electrode permittivity, both: 2.0
Thomas-Fermi length of tunnelling band alone: 0.0968 nm
Screening charge 6.575 uC/cm2, fraction of P 0.8219
Interface shifts u1 = 0.3342 eV, u2 = 0.1485 eV
Same from Poisson grid: 0.3342 eV, 0.1485 eV
+P barrier edges left 1.1342 eV, right 0.6515 eV
-P barrier edges left 0.4658 eV, right 0.9485 eV
Mean barrier +P 0.8928 eV, -P 0.7072 eV
Depolarising field in film -1.609 MV/cm
Symmetric control: both screening lengths 0.065 nm
Symmetric G(+P) = 3.31380e-11 S/um2, G(-P) = 3.31380e-11 S/um2
Symmetric |G(+P)/G(-P) - 1| = 5.6e-16
Symmetric G at P = 0: 3.13783e-11 S/um2
Symmetric at 0.2 V: I(+P) = 9.6253e-12, I(-P) = 1.0442e-11 A/um2
Symmetric at -0.2 V: I(-P) = -9.6253e-12 A/um2
Unequal electrodes G(+P) = 7.8085e-12 S/um2, G(-P) = 1.5123e-10 S/um2
Resistance-area +P 1.2806e+11 ohm um2, -P 6.6125e+09 ohm um2
Resistance ratio R(+P)/R(-P) = 19.367, its log 2.9636
Small-bias slope I/V for +P: 7.8089e-12 S/um2
kappa0 = 4.5823 1/nm
WKB exponents S(+P) = 28.9555, S(-P) = 25.7212
Log ratio: WKB 3.2343, first order 3.1902
At 6 nm: log ratio full 6.8033, WKB 7.1221
Log ratio at half the difference of lengths: 1.4796
Shift of log ratio when slices are halved: 1.0e-04
Log ratio, lengths 0.065/0.0325 nm but equal delta/eps: -0.0099
Log ratio, equal lambda, Fermi energies 3 and 6 eV: 0.0704
Log ratio, equal lambda, barriers 0.9 and 0.7 eV: -0.0840
300 K: G(+P) = 1.0360e-11, G(-P) = 2.1693e-10 S/um2
300 K: resistance ratio 20.939
Resistance ratio, barrier mass 0.5: 8.248, mass 2: 69.057
Resistance ratio with image force (permittivity 5): 23.869
Mean-barrier contrast linear 0.1857 eV, nonlinear 0.1857 eV
Symmetric, |P| 10% larger in +P state: G(-P)/G(+P) = 0.9885
```
